# Why Hybridized Transition-Metal Impurities Have Several Charge States in One Gap

## The puzzle

A 3d impurity in silicon can hold different numbers of electrons as the Fermi level moves through a gap of about 1.1 eV. In a free 3d ion, successive ionization energies differ by roughly 10 eV or more. Even a repulsion already screened to 3 eV should allow at most one transition level in the gap. Yet some of these impurities have several.

The resolution is that an electron added to the gap level is not an electron added to the d shell. The gap orbital is shared with the host, and the filled valence states withdraw d character as the gap level fills. The shell's charge hardly changes, so its repulsion is hardly felt. The added charge has not vanished, however. It sits on the surrounding host atoms and repels there, which limits how many levels fit in the gap.

## The model and its mean field

Take a shell of $N$ equivalent spin-orbitals, each coupled to its own copy of a filled valence band and an empty conduction band. Energies are measured from the valence-band top. The shell energy is

$$\varepsilon_d\hat n+\tfrac12U\hat n(\hat n-1),$$

where $\hat n$ counts shell electrons and $U$ is the on-site repulsion. Exchange, crystal-field splitting and repulsion on host atoms are left out for now.

The mean field replaces $\langle\hat n^2\rangle$ by $n^2$, with $n=\langle\hat n\rangle$. All spin-orbitals then share one level, and each electron also repels its own charge. "Mean field" below always means this orbital-averaged form, not Hartree–Fock. The shell energy becomes $\varepsilon_dn+Un(n-1)/2$, and its derivative with respect to $n$ is the level each electron sees:

$$e=\varepsilon_d+U\left(n-\tfrac12\right).$$

The sum of occupied one-electron energies $\epsilon_i$ contains $en=\varepsilon_dn+Un^2-Un/2$. This exceeds the shell energy by $Un^2/2$, so the total energy is

$$E_{\rm tot}=\sum_{\rm occ}\epsilon_i-\tfrac12Un^2 .$$

## The gap orbital

Let a spin-orbital couple to host states of energy $\epsilon_k$ through real amplitudes $V_k$. The eigenvalue equations are

$$Ea_d=ea_d+\sum_kV_ka_k,\qquad Ea_k=\epsilon_ka_k+V_ka_d .$$

The second gives $a_k=V_ka_d/(E-\epsilon_k)$. Inserted in the first, it gives

$$E=e+\Sigma(E),\qquad \Sigma(E)=\sum_k\frac{V_k^2}{E-\epsilon_k}.$$

Normalization requires $a_d^2[1+\sum_kV_k^2/(E-\epsilon_k)^2]=1$. The sum equals $-\Sigma'(E)$, so the impurity weight of the gap orbital is

$$Z=a_d^2=\frac1{1-\Sigma'(\epsilon_g)} .$$

Differentiating $\epsilon_g=e+\Sigma(\epsilon_g)$ gives $d\epsilon_g/de=Z$: the gap level follows the impurity level only in proportion to its impurity weight.

For a definite host, let each band be a half-infinite chain with hopping $t=D/2$, centred at $c$. Its half-width is $2t=D$. Removing the end site leaves the same chain, so the end-site Green function obeys $g=1/(x-t^2g)$ with $x=E-c$. Of the two roots of $t^2g^2-xg+1=0$, the one that decays far from the band is needed. With coupling $V$ to the end site, each band contributes

$$V^2g=\frac{2V^2}{D^2}\left[x-\operatorname{sgn}(x)\sqrt{x^2-D^2}\right].$$

## What happens when an electron is added

Let $M$ electrons occupy the $N$-fold gap level, and let $n_v$ be the shell charge per spin-orbital held by the filled valence band. Then

$$n=Nn_v+MZ .$$

Raising $e$ at fixed $M$ pushes occupied states off the shell. Perturbation theory gives the size. With $w_i$ the impurity weight of state $i$, the perturbation $\delta e$ couples states $i$ and $j$ by $a_ia_j\,\delta e$, so to first order

$$\delta w_i=2\,\delta e\sum_{j\ne i}\frac{w_iw_j}{\epsilon_i-\epsilon_j}.$$

In the sum over occupied $i$, pairs of occupied states cancel because the denominator changes sign on exchange. What remains, summed over spin-orbitals, is

$$\chi\equiv-\left.\frac{\partial n}{\partial e}\right|_M=2\sum_{i\,{\rm occ}}\sum_{j\,{\rm empty}}\frac{w_iw_j}{\epsilon_j-\epsilon_i}>0 .$$

Now add $dM$ electrons. The direct gain is $Z\,dM$ and the reaction is $-\chi\,de$, while self-consistency requires $de=U\,dn$. Therefore $dn=Z\,dM-\chi U\,dn$, or

$$\frac{dn}{dM}=\frac{Z}{1+U\chi}.$$

The impurity level rises by $U$ times this, and the gap level by a further factor $Z$:

$$\boxed{U_{\rm eff}\equiv\frac{d\epsilon_g}{dM}=\frac{Z^2U}{1+U\chi}}$$

There are two reductions. The factor $Z^2$ is orbital sharing: one $Z$ because only part of the added electron lands on the shell, the other because the gap level feels only part of the shell's potential. The denominator is rehybridization: as the impurity level rises, the occupied orbitals readjust and the shell gives back charge. In the example below, with the gap level at midgap, all of this charge comes from the filled valence states; away from midgap the gap orbitals change their impurity weight too.

To see that $U_{\rm eff}$ governs measurable levels, differentiate the total energy. Since $\partial\epsilon_i/\partial e=w_i$, and the occupied weights sum to $n$,

$$\frac{dE_{\rm tot}}{dM}=\epsilon_g+n\frac{de}{dM}-Un\frac{dn}{dM}=\epsilon_g,$$

because $de=U\,dn$. The transition level, the Fermi energy at which the states with $M$ and $M+1$ electrons are equally stable, is thus

$$E_{\rm tot}(M+1)-E_{\rm tot}(M)=\int_M^{M+1}\epsilon_g(m)\,dm .$$

Neighbouring transition levels are separated by about $U_{\rm eff}$.

## How large: a late 3d impurity in silicon

Take round values in the rough regime of a late 3d impurity in silicon: gap 1.1 eV, $D=3$ eV, $V=1.5$ eV to each band, $U=3$ eV and $N=10$. Choose $\varepsilon_d$ so that the gap level with $M=7$ lies at midgap, 0.55 eV.

The distance from midgap to either band centre is $0.55+3=3.55$ eV, and $\sqrt{3.55^2-3^2}=1.898$ eV. The prefactor $2V^2/D^2$ is 0.5. Each band contributes $0.5(1-3.55/1.898)=-0.435$ to $\Sigma'$, so

$$Z=\frac1{1+0.870}=0.535 .$$

The two contributions to $\Sigma$ cancel by symmetry, hence $e=0.55$ eV. The valence states hold 2.33 shell electrons and the gap orbitals $7\times0.535=3.74$, so $n=6.07$ and $\varepsilon_d=0.55-3(6.07-0.5)\approx-16.16$ eV.

The response is $\chi=1.55$ per eV, so $U\chi=4.65$. Then

$$U_{\rm eff}=\frac{0.535^2\times3}{1+4.65}=\frac{0.858}{5.65}=0.15\ {\rm eV},\qquad \frac{dn}{dM}=\frac{0.535}{5.65}=0.095 .$$

Sharing reduces 3 eV to 0.86 eV, and rehybridization reduces that to 0.15 eV, a total factor of about 20. Total-energy differences agree: the $6\to7$ and $7\to8$ levels lie at 0.473 and 0.622 eV, 0.149 eV apart.

The division of the shell charge shows the mechanism:

| $M$ | $\epsilon_g$ (eV) | valence part | gap part | $n$ |
|---|---|---|---|---|
| 3 | 0.13 | 4.59 | 1.20 | 5.79 |
| 5 | 0.27 | 3.46 | 2.43 | 5.89 |
| 7 | 0.55 | 2.33 | 3.74 | 6.07 |
| 8 | 0.69 | 1.97 | 4.19 | 6.16 |
| 10 | 0.87 | 1.60 | 4.68 | 6.28 |

From $M=3$ to $M=10$, the gap part grows by 3.48 and the valence part shrinks by 2.99. Seven added electrons change the shell charge by 0.49.

The spacing shrinks towards the edges: it is 0.069 eV around $M=4$. There $Z=0.442$, so $Z^2$ is 0.68 of its midgap value, while the spacing is 0.46 of its midgap value. As far as the spacing follows $U_{\rm eff}$, the rest must come from a larger $\chi$.

## Two limits

**Strong repulsion.** When $U\chi\gg1$,

$$U_{\rm eff}\to\frac{Z^2}{\chi},\qquad \frac{dn}{dM}\to\frac{Z}{U\chi}.$$

In the orbital-averaged mean field the spacing then no longer depends on $U$; it is set by how easily the host exchanges charge with the shell. This saturation does not survive charge fluctuations, as shown in the next section. If $\varepsilon_d$ is readjusted to keep the $M=7$ level at midgap, $Z$ and $\chi$ stay fixed and the limit is 0.185 eV. Raising $U$ from 1 to 24 eV then moves $U_{\rm eff}$ only from 0.112 to 0.180 eV, while $dn/dM$ falls from 0.21 to 0.014. Near constancy of the shell charge is therefore a result of $U\chi\gg1$, not a general property of impurities.

**Weak hybridization.** As $V\to0$ with the gap level away from the edges, $Z\to1$, $\chi\to0$ and $U_{\rm eff}\to U$. At $V=0$ the transition from $M$ to $M+1$ electrons lies at $\varepsilon_d+UM$. With $e=\varepsilon_d+6.5U=0.55$ eV, the $6\to7$ level is at $0.55-1.5=-0.95$ eV and the $7\to8$ level at $0.55+1.5=2.05$ eV. Both are outside the gap, so one charge state remains.

Call a charge state deep if its gap level is more than 0.1 eV from both band edges. In mean field, with $U=3$ eV and the $M=7$ level held at midgap, the number of deep states is 1, 2, 6, 8 and 11 for $V=0.3$, 0.6, 1.0, 1.5 and 2.0 eV. Hybridization, not a small $U$, opens the ladder.

Mean-field levels very near an edge deserve suspicion. There $\Sigma'\to-\infty$, so $Z\to0$, and since $U_{\rm eff}\le Z^2U$ the levels crowd together. In the weakly coupled case, a state with one electron fewer is physically an unchanged $d^7$ shell plus a hole in the valence band, not a new deep charge state of the shell.

## What charge fluctuations change

The mean field drops the variance of $\hat n$. Because $\langle\hat n^2\rangle\ge n^2$, its energy lies below the exact model energy for the same number of electrons in each spin-orbital's copy of the host. The error in a level spacing does not follow from this, so it needs a direct calculation.

A reduced model permits one. Replace each band by a single host level at distance $s$ from midgap with coupling $a$, chosen to reproduce that band's $\Sigma$ and $\Sigma'$ at midgap. In magnitude these are $a^2/s=0.5(3.55-1.898)=0.826$ eV and $a^2/s^2=0.435$. Their ratio gives $s=1.90$ eV, and then $a=1.25$ eV. The host levels lie at $-1.35$ and 2.45 eV.

This model also shows where $\chi$ comes from. Relative to midgap, $E=2a^2E/(E^2-s^2)$ has the solutions 0 and $\pm\Lambda$, with $\Lambda=\sqrt{s^2+2a^2}=2.60$ eV. The outer states each have weight $w=(1-Z)/2=0.233$. Every spin-orbital has one transition between the gap level and an outer state, whether the gap level is filled or empty, and one between the outer states. Thus

$$\chi=2N\left(\frac{Zw}{\Lambda}+\frac{w^2}{2\Lambda}\right)\approx1.17\ {\rm eV^{-1}},$$

and $U_{\rm eff}\approx0.858/(1+3.5)=0.19$ eV, in line with the mean-field spacing of 0.189 eV found from this model's total energies. The full bands have the same $Z$ but a larger $\chi$, hence their smaller value.

Exact diagonalization of the reduced model, with $\varepsilon_d$ readjusted to $-16.76$ eV so that the two levels around $M=7$ straddle midgap, gives a spacing of 0.267 eV. This is 41% above the mean-field value for the same reduced host. Around $M=7$ the shell takes 0.14 of an added electron. Of the six transitions from $4\to5$ to $9\to10$, five lie inside the gap. The strong reduction at $U=3$ eV therefore survives charge fluctuations, although the orbital-averaged mean field exaggerates it. The saturation at large $U$ does not survive: with the two levels kept around midgap, the exact spacing grows to 0.35 eV at $U=6$ eV and 0.67 eV at $U=24$ eV, while the mean-field $U_{\rm eff}$ of the same host rises only from 0.19 eV at $U=3$ eV to 0.24 eV at $U=24$ eV. Hartree–Fock, in which spin-orbital $i$ with shell occupation $n_i$ sees the level $\varepsilon_d+U(n-n_i)$, errs the other way: for the same host it gives about 0.45 eV at $U=3$ eV and 1.2 eV at $U=6$ eV. "Exact" refers to this simplified host, not to silicon.

## Where the displaced charge goes

If the shell takes 0.1 to 0.14 of an added electron, the host takes the rest. A charge $qe$ spread over a sphere of radius $R$ in a medium of relative permittivity $\varepsilon_r$ costs $q^2e^2/(8\pi\varepsilon_0\varepsilon_rR)$. The second difference for steps of one electron is

$$\Delta_R=\frac{e^2}{4\pi\varepsilon_0\varepsilon_rR}.$$

With $\varepsilon_r=11.7$, this is 0.52 eV at the first-neighbour distance of 0.235 nm and 0.32 eV at the second-neighbour distance of a substitutional site, 0.384 nm. Either exceeds the shell's own $U_{\rm eff}$. The estimate is crude: it puts the whole electron on one shell of neighbours, uses a macroscopic permittivity at atomic distances, and ignores the feedback on hybridization.

Adding the second-neighbour value to the exact reduced-model spacing gives 0.59 eV. The gap is 1.87 such spacings wide, so it holds one or two levels, depending on their position, and hence two or three charge states. This is a more sober estimate than the mean-field ladder, which has seven levels between deep states alone, and the repulsion is still about five times smaller than 3 eV.

## Comparison with real impurities

The gap is that of silicon near room temperature; $U$, $V$ and $D$ are plausible magnitudes, not fitted values. Interstitial manganese in silicon is known to have three gap levels, whereas interstitial iron has a single donor level. Three levels need an average spacing below 0.55 eV. The 0.59 eV estimate used the second-neighbour distance of a substitutional site. At the tetrahedral interstitial site the second neighbours are closer, at 0.272 nm, and the same estimate gives $0.27+0.45=0.72$ eV. It therefore does not account for the three levels of manganese. Charge spread farther out would repel less, but its distribution is not calculated here.

Three assumptions deserve attention:

- **Equal coupling of all ten spin-orbitals.** At a substitutional site, the six $t_2$ spin-orbitals overlap better with the four nearest neighbours and couple more strongly than the four $e$ ones. At a tetrahedral interstitial site, six second neighbours lie only slightly farther away, in the directions of the $e$ lobes, so the difference should be smaller. At midgap, with mirror-image bands, $\chi$ is proportional to $N$. Keeping six gives $U\chi=2.79$ and raises the mean-field $U_{\rm eff}$ from 0.15 to 0.23 eV. The accompanying crystal-field splitting is not sized here.
- **No exchange.** With a Hund coupling $J=0.7$ eV, a high-spin gap moment $Z(10-M)$ splits the gap level by $ZJ$ times that moment if the orbitals are held fixed: 0.60 eV at $M=7$. At $M=5$ the same estimate gives $0.486^2\times0.7\times5=0.83$ eV. The filled valence states polarize as well and can change these values considerably, so they give only the order of magnitude. A ladder crossing half filling therefore acquires a large extra step, and the mean-field sequence from $M=3$ to $M=10$ should not be expected in one real gap. The levels from $5\to6$ upwards all fill minority-spin orbitals and avoid that crossing.
- **A rigid lattice.** For a breathing stiffness of 2000 eV/nm² and $V$ falling as the bond length to the power $-3.5$, relaxation removes about 0.01 eV from the spacing. The stiffness must be read as the net value: the hybridization energy of this model alone contributes about $-5000$ eV/nm² to it, so the net stiffness is a difference of larger terms, and the estimate scales inversely with it. At midgap the direct pushes from the two bands cancel; what remains comes from the change in shell charge as $V$ varies. Symmetry-breaking distortions are not included and may matter more.

The thermal energy at 300 K, 0.026 eV, is well below the 0.27 eV spacing.

## What to do in a calculation

**Do not read the charge state from the projected d charge.** In the example that charge changes by only 0.1 to 0.14 per added electron near midgap, and in mean field by still less towards the band edges. Use the total electron number, and check that the added electron occupies a localized gap orbital and not a band edge.

**Obtain transition levels from total energies.** Relax each charge state and correct the charged supercells for their finite size. By the crude estimate above, the charge outside the shell contributes a repulsion comparable to the one inside it, so a calculation confined to the d shell can miss a leading term.

**Measure the rehybridization factor.** Apply a small potential shift $\alpha$ to the d shell at fixed total charge. Then $de=d\alpha+U\,dn$ and $dn=-\chi\,de$, so

$$-\frac{dn}{d\alpha}=\frac{\chi}{1+U\chi}.$$

The response before the potential is updated is $\chi$; the self-consistent one is smaller by $1+U\chi$. Their ratio is the reduction factor, 5.65 in the example. In a real calculation, the response also includes screening by other orbitals, so the identification is approximate.

**Separate level positions from spacings when varying $U$.** At fixed $\varepsilon_d$ and $M$, $de=(n-\tfrac12)dU-U\chi\,de$, which gives

$$\frac{d\epsilon_g}{dU}=\frac{Z(n-\frac12)}{1+U\chi}=\frac{0.535\times5.57}{5.65}=0.53 .$$

In mean field, raising $U$ at fixed $\varepsilon_d$ thus initially moves the level by 0.53 eV per eV, whereas doubling $U$ at fixed level position changes $U_{\rm eff}$ by only 0.015 eV. In the exact reduced model the same doubling changes the spacing by about 0.09 eV, so the insensitivity is partly a product of the mean field. A double-counting correction, as used in DFT+U, alters the first number. The DFT+U potential also distinguishes filled from empty orbitals, as Hartree–Fock does, so its spacings need not share this insensitivity: in the reduced model the Hartree–Fock spacing more than doubles when $U$ doubles. A spacing that is stable against $U$ is thus no evidence that the level positions are right.

The main values are in the numerical output below.

## Table of computed values

```
gap 1.1 eV, D 3.0 eV, V 1.5 eV, U 3.0 eV, N 10, M0 7
bare impurity level ed = -16.158 eV; deep means > 0.1 eV from edges
M, gap level (eV), site charge n, valence part, gap part, Z:
  3  0.1318  5.7863  4.5889  1.1974  0.3991
  4  0.1863  5.8293  4.0614  1.7679  0.4420
  5  0.2721  5.8907  3.4605  2.4302  0.4860
  6  0.3981  5.9738  2.8456  3.1283  0.5214
  7  0.5500  6.0693  2.3267  3.7426  0.5347
  8  0.6895  6.1569  1.9687  4.1882  0.5235
  9  0.7950  6.2256  1.7437  4.4819  0.4980
  10  0.8691  6.2767  1.6009  4.6758  0.4676
mean-field transition levels E(M+1)-E(M) (eV):
  3->4: 0.1570
  4->5: 0.2260
  5->6: 0.3318
  6->7: 0.4734
  7->8: 0.6222
  8->9: 0.7452
  9->10: 0.8343
mean-field spacing of the two levels around M0 = 0.1487 eV
at M0: Z = 0.5347, chi = 1.5486 1/eV, U*chi = 4.646
orbital sharing alone Z^2 U = 0.8576 eV
with rehybridization U_eff = 0.1519 eV; U/U_eff = 19.75
site charge per added electron dn/dM = 0.0947
large-U limit Z^2/chi = 0.1846 eV
U (eV), U_eff (eV), dn/dM, gap level kept at midgap:
     1  0.1122  0.2098
     3  0.1519  0.0947
     6  0.1666  0.0519
    12  0.1752  0.0273
    24  0.1797  0.0140
V (eV), Z at midgap, number of deep charge states:
  0.3  0.9664  1
  0.6  0.8778  2
  1.0  0.7211  6
  1.5  0.5347  8
  2.0  0.3926  11
reduced model: host levels -1.348, 2.448 eV; coupling 1.252 eV
reduced model spacing: mean field 0.1888 eV, exact 0.2667 eV
exact site charge per added electron = 0.1408 (ed = -16.76 eV)
exact levels 4->5 to 9->10 (eV): -0.052 0.142 0.403 0.670 0.880 1.037
exact levels inside the gap: 5
inputs: permittivity 11.7, shells 0.235 and 0.384 nm, Hund J 0.7 eV, stiffness 2000 eV/nm^2
repulsion of charge on first shell 0.524 eV, on second shell 0.321 eV
exchange splitting of the gap level (moment Z(N-M0)) = 0.600 eV
spacing removed by breathing relaxation = 0.00887 eV
thermal energy at 300 K = 0.0259 eV
exact spacing plus second-shell repulsion = 0.587 eV; gap/spacing = 1.87
```
